# Uehling Shift of the Dirac 1S Level: Closed Form and Expansion

An electron bound to a nucleus of charge $Z$ does not feel a pure Coulomb attraction. The nuclear field polarizes the electron–positron vacuum, and the charge measured from far away already includes the resulting screening. An electron that comes within about a Compton wavelength of the nucleus penetrates part of this screening and is attracted more strongly than Coulomb's law predicts. The 1S state, whose density is largest at the nucleus, is therefore lowered. The question is by how much, when the electron is described by the Dirac equation, and how the answer depends on $Z\alpha$.

Units with $\hbar=c=1$ are used, $m$ is the electron mass, and
$$a=Z\alpha<1,\qquad \gamma=\sqrt{1-a^2},\qquad L=\ln a^{-2}.$$
The nucleus is a fixed point charge, with Coulomb potential energy $-a/r$, or $-4\pi a/Q^2$ in momentum space. The starting point is the renormalized one-loop polarization function for spacelike momentum transfer $Q$,
$$\Pi(Q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\!\left[1+x(1-x)\frac{Q^2}{m^2}\right].$$
It multiplies the Coulomb interaction by $1+\Pi$ to first order in the loop, so the added potential energy is $\delta V(Q)=-4\pi a\,\Pi(Q^2)/Q^2$. Renormalization sets $\Pi(0)=0$, which makes $Z$ the charge seen at large distance. Since $\Pi>0$ for $Q>0$, the attraction is strengthened at short distance.

To obtain the potential in position space, put $v=2x-1$. Then $x(1-x)=(1-v^2)/4$ and $dx=dv/2$, and since the integrand is even in $v$,
$$\Pi=\frac{\alpha}{2\pi}\int_0^1dv\,(1-v^2)\ln\!\left[1+(1-v^2)\frac{Q^2}{4m^2}\right].$$
Integrate by parts with the primitive $v-v^3/3$ of $1-v^2$. The boundary term vanishes at $v=0$ because the primitive does, and at $v=1$ because the logarithm does. The derivative of the logarithm is $-2vQ^2/[4m^2+(1-v^2)Q^2]$, so
$$\Pi=\frac{\alpha Q^2}{\pi}\int_0^1dv\,\frac{v^2(1-v^2/3)}{4m^2+(1-v^2)Q^2}.$$
Now let $t=1/\sqrt{1-v^2}$. This gives
$$v^2=\frac{t^2-1}{t^2},\qquad 1-\frac{v^2}{3}=\frac23\left(1+\frac1{2t^2}\right),\qquad dv=\frac{dt}{t^2\sqrt{t^2-1}},$$
and the denominator becomes $(4m^2t^2+Q^2)/t^2$. Collecting factors,
$$\frac{\Pi}{Q^2}=\frac{2\alpha}{3\pi}\int_1^\infty dt\,\frac{w(t)}{Q^2+4m^2t^2},\qquad w(t)=\frac{\sqrt{t^2-1}}{t^2}\left(1+\frac1{2t^2}\right).$$
Because $(-\nabla^2+\mu^2)(e^{-\mu r}/r)=4\pi\delta^3(\mathbf r)$, the function $4\pi/(Q^2+\mu^2)$ is the Fourier transform of $e^{-\mu r}/r$. With $\mu=2mt$,
$$\delta V(r)=-\frac{2\alpha a}{3\pi r}\int_1^\infty dt\,w(t)\,e^{-2mtr}.$$
This is the Uehling potential, a sum of attractive Yukawa potentials with ranges no longer than $1/(2m)$.

The 1S state has angular quantum number $\kappa=-1$. Writing $G$ and $S$ for $r$ times the large and small radial components, and $\mathcal E$ for the energy including the rest mass, the radial equations are
$$G'=\frac Gr+\left(\mathcal E+m+\frac ar\right)S,\qquad S'=-\frac Sr-\left(\mathcal E-m+\frac ar\right)G.$$
Try $G=A\,r^\gamma e^{-\lambda r}$ and $S=B\,r^\gamma e^{-\lambda r}$. The terms proportional to $1/r$ require
$$(\gamma-1)A=aB,\qquad(\gamma+1)B=-aA.$$
They are compatible because $\gamma^2-1=-a^2$, and they give $B/A=-a/(1+\gamma)$. The remaining terms require
$$\lambda A=-(\mathcal E+m)B,\qquad \lambda B=(\mathcal E-m)A.$$
Eliminating $\lambda$ gives $m-\mathcal E=(\mathcal E+m)(B/A)^2$. Since $a^2=(1-\gamma)(1+\gamma)$, $(B/A)^2=(1-\gamma)/(1+\gamma)$. Hence $\mathcal E=\gamma m$, and then $\lambda=(1+\gamma)m\,a/(1+\gamma)=am$. For small $a$ the energy is $m-a^2m/2$, which identifies the state as 1S.

The potential $\delta V$ multiplies the unit matrix in Dirac space, so its first-order effect is its average over $G^2+S^2$. Both components have the same radial shape, and the normalized radial density is
$$\rho(r)=\frac{(2am)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2amr},\qquad\int_0^\infty\rho\,dr=1.$$
The average of one Yukawa term is a gamma-function integral:
$$\left\langle\frac{e^{-2mtr}}r\right\rangle=\frac{(2am)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,\frac{\Gamma(2\gamma)}{[2m(a+t)]^{2\gamma}}=\frac{am}{\gamma}\left(\frac a{a+t}\right)^{2\gamma}.$$
Therefore
$$E=-\frac{2\alpha a^2m}{3\pi\gamma}\int_1^\infty dt\,w(t)\left(\frac a{a+t}\right)^{2\gamma}.$$

It is convenient to define a dimensionless function by $E=(\alpha/\pi)a^4m\,F(a)$. Substitute $t=1/u$. Then $w(t)\,dt$ becomes $u^{-1}\sqrt{1-u^2}\,(1+u^2/2)\,du$ on $0<u<1$, and $a/(a+t)=au/(1+au)$, so that
$$F=-\frac{2}{3\gamma}a^{2\gamma-2}\int_0^1du\,u^{2\gamma-1}\sqrt{1-u^2}\left(1+\frac{u^2}2\right)(1+au)^{-2\gamma}.$$
Since $au\le a<1$, the binomial series
$$(1+au)^{-2\gamma}=\sum_{k\ge0}\frac{(2\gamma)_k}{k!}(-au)^k,\qquad (p)_k=\frac{\Gamma(p+k)}{\Gamma(p)},$$
converges uniformly on the interval and may be integrated term by term. Each term needs
$$J(s)=\int_0^1du\,u^{s-1}\sqrt{1-u^2}\left(1+\frac{u^2}2\right).$$
With $u^2$ as variable, the first part is $\tfrac12B(s/2,3/2)$. The second has $s$ replaced by $s+2$, and $B(p+1,q)=\frac{p}{p+q}B(p,q)$ gives it the relative factor $\frac12\,\frac{s}{s+3}$. The sum is
$$J(s)=\frac{3(s+2)}{4(s+3)}\,B\!\left(\frac s2,\frac32\right).$$

For even $k=2j$, the duplication rules $(2\gamma)_{2j}=4^j(\gamma)_j(\gamma+\frac12)_j$ and $(2j)!=4^j(\frac12)_j\,j!$ apply, and the formula for $J$ gives
$$\frac{J(2\gamma+2j)}{J(2\gamma)}=\frac{(\gamma)_j(\gamma+2)_j}{(\gamma+1)_j(\gamma+\frac52)_j}.$$
For odd $k=2j+1$, the corresponding relations are $(2\gamma)_{2j+1}=2\gamma\,4^j(\gamma+\frac12)_j(\gamma+1)_j$, $(2j+1)!=4^j(\frac32)_j\,j!$ and
$$\frac{J(2\gamma+1+2j)}{J(2\gamma+1)}=\frac{(\gamma+\frac12)_j(\gamma+\frac52)_j}{(\gamma+\frac32)_j(\gamma+3)_j}.$$
The two sums over $j$ are generalized hypergeometric series, in which upper parameters appear as Pochhammer symbols in the numerator and lower ones in the denominator, together with $j!$. Thus
$$F=-\frac{2a^{2\gamma-2}}{3\gamma}\left[J(2\gamma)\,H_0-2\gamma a\,J(2\gamma+1)\,H_1\right],$$
$$H_0={}_4F_3\!\left(\gamma,\gamma,\gamma+\tfrac12,\gamma+2;\ \tfrac12,\gamma+1,\gamma+\tfrac52;\ a^2\right),$$
$$H_1={}_4F_3\!\left(\gamma+\tfrac12,\gamma+\tfrac12,\gamma+1,\gamma+\tfrac52;\ \tfrac32,\gamma+\tfrac32,\gamma+3;\ a^2\right).$$
This is the closed form of the first-order Uehling shift for $0<a<1$.

The integral also shows what happens at the upper end of this range. As $a\to1$, $\gamma\to0$, and the region $u\to0$ contributes $\int_0 du\,u^{2\gamma-1}\sim1/(2\gamma)$. Hence $F\simeq-1/(3\gamma^2)$, which diverges. Small $u$ means large $t$, hence short distance: the density of a point-nucleus state becomes too concentrated there for the first-order shift to stay finite.

For small $a$, write out the first terms of the binomial series:
$$F=-\frac{2a^{2\gamma-2}}{3\gamma}\left[J(2\gamma)-2\gamma aJ(2\gamma+1)+\gamma(2\gamma+1)a^2J(2\gamma+2)-\dots\right].$$
Three expansions are needed. From $\gamma=1-a^2/2+O(a^4)$ follow $2\gamma=2-a^2+O(a^4)$ and $1/\gamma=1+a^2/2+O(a^4)$. Since $\ln a=-L/2$,
$$a^{2\gamma-2}=\exp\!\left[-(a^2+\dots)\ln a\right]=1+\tfrac12a^2L+O(a^4L^2).$$
The first term in the bracket is $J(2\gamma)=J(2)-a^2J'(2)+O(a^4)$. Multiplying out through second order,
$$F=-\frac23\left\{J(2)-2aJ(3)+a^2\left[\tfrac12LJ(2)+\tfrac12J(2)-J'(2)+3J(4)\right]\right\}+O(a^3L).$$

The beta functions are $B(1,\frac32)=\frac23$, $B(\frac32,\frac32)=\frac\pi8$ and $B(2,\frac32)=\frac4{15}$, which give
$$J(2)=\frac35\cdot\frac23=\frac25,\qquad J(3)=\frac58\cdot\frac\pi8=\frac{5\pi}{64},\qquad J(4)=\frac9{14}\cdot\frac4{15}=\frac6{35}.$$
The derivative follows from that of $\ln J$. With the digamma function $\psi$,
$$\frac{J'(2)}{J(2)}=\frac14-\frac15+\frac12\left[\psi(1)-\psi\!\left(\tfrac52\right)\right].$$
The recurrence $\psi(z+1)=\psi(z)+1/z$, applied twice from $\psi(\frac12)=\psi(1)-2\ln2$, gives $\psi(\frac52)=\psi(1)-2\ln2+\frac83$. Thus
$$J'(2)=\frac25\left(\frac1{20}+\ln2-\frac43\right)=\frac25\left(\ln2-\frac{77}{60}\right).$$

Define the coefficients by $F=A_{40}+aA_{50}+a^2(A_{61}L+A_{60})+\dots$, where the first index is the total power of $Z\alpha$ in $E$ and the second is the power of $L$. The lower orders are
$$A_{40}=-\frac23\cdot\frac25=-\frac4{15},\qquad A_{50}=\frac43\cdot\frac{5\pi}{64}=\frac{5\pi}{48}.$$
The logarithmic coefficient is
$$A_{61}=-\frac23\cdot\frac12\cdot\frac25=-\frac2{15}.$$
The constant is
$$A_{60}=-\frac23\left[\frac15-\frac25\ln2+\frac{77}{150}+\frac{18}{35}\right].$$
Over the common denominator 1050, the rational terms are $(210+539+540)/1050=1289/1050$, so
$$A_{60}=\frac4{15}\ln2-\frac{1289}{1575}\approx-0.63357.$$

The leading term has a direct check. For $Q\ll m$, expanding the logarithm in $\Pi$ gives $\Pi/Q^2\to(2\alpha/\pi m^2)\int_0^1x^2(1-x)^2dx=\alpha/(15\pi m^2)$. At the scale of the atom the potential then acts as $-(4\alpha a/15m^2)\,\delta^3(\mathbf r)$. Multiplying by the Schrödinger density at the origin, $(am)^3/\pi$, gives $-(4/15)(\alpha/\pi)a^4m$, which is the $A_{40}$ term. The positive $A_{50}$ corrects the contact approximation: the potential has a finite range, over which the density has already begun to fall as $1-2amr$.

The source of the logarithm is seen by comparing densities. The Schrödinger density is $\rho$ with $\gamma=1$ and has the same exponential, so
$$\frac{\rho_{\rm Dirac}}{\rho_{\rm Schr}}=\frac{2}{\Gamma(2\gamma+1)}(2amr)^{2\gamma-2}=1-a^2\ln(2amr)+O(a^2),$$
where the remainder contains no logarithm at order $a^2$. At the distances $r\sim1/m$ where the potential acts, the logarithm raises the density by the relative amount $\frac12a^2L$. Multiplied by $A_{40}$, this is $-\frac2{15}a^2L$. If $\gamma=1$ is set throughout instead, $F$ is a pure power series in $a$ with second-order coefficient $-\frac23\cdot3J(4)=-\frac{12}{35}$. The logarithm and the remaining part of the constant, $A_{60}+\frac{12}{35}\approx-0.2907$, thus come from the relativistic change of the density.

This $A_{60}$ is the Uehling part only. The vacuum loop can also couple to the nuclear field three times, the Wichmann–Kroll contribution. Its strength is $\alpha a^3$ and its characteristic range $1/m$, so its volume integral is of order $\alpha a^3/m^2$. Multiplied by a density of order $(am)^3$, it gives a shift of order $\alpha a^6m$, the same order as $A_{60}$. The complete vacuum-polarization constant therefore needs this further term.

The next order measures the truncation error. In the term linear in $J(2\gamma+1)$ the factors of $\gamma$ cancel, leaving $\frac43a\,a^{2\gamma-2}J(3-a^2)$. The cubic binomial term has coefficient $-(2)_3/3!=-4$ and contributes $\frac83a^3J(5)$. The part of order $a^3$ is therefore $a^3(A_{71}L+A_{70})$ with
$$A_{71}=\frac23J(3)=\frac{5\pi}{96},\qquad A_{70}=-\frac43J'(3)+\frac83J(5).$$
Here $J(5)=\frac{21}{32}B(\frac52,\frac32)=\frac{21\pi}{512}$, and
$$\frac{J'(3)}{J(3)}=\frac15-\frac16+\frac12\left[\psi\!\left(\tfrac32\right)-\psi(3)\right]=\frac{17}{60}-\ln2,$$
because $\psi(\frac32)-\psi(3)=\frac12-2\ln2$. Therefore
$$A_{70}=\frac{5\pi}{48}\left(\ln2-\frac{17}{60}\right)+\frac{7\pi}{64}=\pi\left(\frac{5\ln2}{48}+\frac{23}{288}\right).$$

For hydrogen, $a=0.00729735$ and $L=9.84049$, and the unit of the shift is $\alpha^5mc^2/(\pi h)=813\,862.7$ kHz. The leading term is $-\tfrac4{15}\times813\,862.7=-217\,030.05$ kHz. The next is $0.3272492\times0.00729735\times813\,862.7=1943.55$ kHz. At relative order $a^2$, the logarithm gives $-56.86$ kHz and the constant $-27.46$ kHz. Before rounding, these four terms add to $-215\,170.83$ kHz, while the closed form gives
$$E_{1S}/h=-215\,170.19\ \text{kHz},\qquad E_{1S}=-8.8987\times10^{-7}\ \text{eV}.$$
The difference, $0.644$ kHz, is close to the $0.660$ kHz predicted by $A_{71}$ and $A_{70}$. The next correction begins with $-a^4L^2/30$, from the square of the logarithm in $a^{2\gamma-2}$. This amounts to about $-0.007$ kHz, with the right sign and a little under half of the remaining discrepancy.

The decimals serve to compare the series with the closed form, not with a measurement. A nucleus of finite mass $M$ changes the density at the origin by a relative amount near $-3m/M$. With $m/M$ roughly $1/1800$ for the proton, that alone moves the shift by some hundreds of kHz. Self-energy, two-loop terms, nuclear size and loops of heavier particles are also absent; a muon loop, for instance, adds the $A_{40}$ term scaled by $(m/m_\mu)^2$, about $-5$ kHz.

At higher charge the expansion loses accuracy, though not steadily:

| $Z$ | $F$, closed form | $F$, series through $A_{60}$ | relative error |
|---|---|---|---|
| 1 | −0.264381 | −0.264382 | 0.0003 % |
| 20 | −0.24091 | −0.24333 | 1.0 % |
| 50 | −0.2513 | −0.2674 | 6.4 % |
| 82 | −0.3409 | −0.3467 | 1.7 % |

The errors are relative to the closed form. All entries are for a point nucleus and are not values for real ions to the digits shown: spreading the charge uniformly over a sphere with rms radius 3.48, 4.65 and 5.50 fm reduces $|F|$ by about 0.02 %, 0.3 % and 2.3 % at $Z=20$, 50 and 82. The smaller error at $Z=82$ does not mean that the omitted terms have become small: the $a^3$ terms alone, $a^3(A_{71}L+A_{70})$, amount to about $0.04$ at $Z=50$ and $0.14$ at $Z=82$, and higher terms partly cancel them. At all four charges the truncated series lies below the closed form. As $a\to1$, however, the closed form falls without bound while the truncated series stays finite, so the two curves must cross above $a=0.598$, the value for $Z=82$. The error is reduced on the way to that crossing.

The numerical output supports these results by separate routes. At all four charges the closed form was tested against a double integral over $r$ and $t$, and against a momentum-space integral that uses the original Feynman-parameter form of $\Pi$. Evaluating the spectral integral for $F$ at $a=10^{-10}$ and $10^{-12}$, and separating the logarithm from the constant, gives $A_{61}=-0.13333333$ and $A_{60}=-0.6335734$, in agreement with $-2/15$ and $(4/15)\ln2-1289/1575$.

## Computed results

```
fine-structure constant alpha = 0.0072973526
electron rest energy = 510998.951 eV
Pi/alpha at Q/m=0.1: Feynman 2.119795628e-04, spectral 2.119795628e-04
Pi/alpha at Q/m=1: Feynman 1.923532090e-02, spectral 1.923532090e-02
Pi/alpha at Q/m=10: Feynman 3.178293739e-01, spectral 3.178293739e-01
J(2) = 0.4000000000
J(3) = 0.2454369261
J(4) = 0.1714285714
J'(2) from integral = -0.2360744611
A40 analytic = -0.2666666667
A50 analytic = 0.3272492347
A61 analytic = -0.1333333333
A60 analytic = -0.6335734503
A71 analytic = 0.1636246174
A70 analytic = 0.4777229644
A61 extracted numerically = -0.1333333334
A60 extracted numerically = -0.6335734455
Schroedinger density, a^2 constant = -0.3428571429
Schroedinger density, log slope = -3.7e-12
A60 minus Schroedinger constant = -0.2907163074
Z=1: a=0.007297, F closed=-0.264381431
  F position=-0.264381431, F momentum=-0.264381431
  series through A60=-0.264382222, relative error=2.99e-04 %
Z=20: a=0.145947, F closed=-0.240914370
  F position=-0.240914370, F momentum=-0.240914370
  series through A60=-0.243332566, relative error=1.00e+00 %
Z=50: a=0.364868, F closed=-0.251333910
  F position=-0.251333910, F momentum=-0.251333910
  series through A60=-0.267403369, relative error=6.39e+00 %
Z=82: a=0.598383, F closed=-0.340883890
  F position=-0.340883890, F momentum=-0.340883890
  series through A60=-0.346737931, relative error=1.72e+00 %
hydrogen L = 9.840487
hydrogen scale alpha^5 mc^2/(pi h) = 813862.703 kHz
hydrogen A40 term = -217030.0540 kHz
hydrogen A50 term = 1943.5473 kHz
hydrogen A61 term = -56.8640 kHz
hydrogen A60 term = -27.4586 kHz
hydrogen remainder after A60 = 0.64357 kHz
hydrogen A71 and A70 terms = 0.66031 kHz
hydrogen total Uehling shift = -215170.1858 kHz
hydrogen total Uehling shift = -8.89872387e-07 eV
```
